Perdew-Zunger orbital equations, the Pederson condition and exact exchange

Let φ_i denote the occupied spin orbitals of an atom or molecule, each holding one electron, with orbitals of equal spin orthonormal. Sums over i and j, and matrices labelled by them, refer to one spin channel; the other channel has equations of the same form. Hartree atomic units are used. The density of one orbital and its Hartree energy are

n_i(r) = |φ_i(r)|²,

U[n_i] = ½ ∬ n_i(r) n_i(r′)/|r − r′| dr dr′.

The approximate energy E consists of the orbital kinetic energy, the energy in the external potential, the Hartree energy of the total density n, an exchange-correlation functional E_xc[n↑,n↓], and the constant nuclear repulsion. A single electron does not repel itself, so for one orbital the Hartree and exchange-correlation energies should cancel. What an approximation leaves over is

Δ_i = U[n_i] + E_xc[n_i,0],

where the zero says that the other spin channel is empty. The Perdew-Zunger energy removes this remainder orbital by orbital:

E_PZ = E − Σ_i Δ_i,

with the sum taken over both spins. In a system with one electron, n = n_i, and the subtraction cancels the whole of U + E_xc. The kinetic and external energies and the constant nuclear repulsion remain, which is the correct energy expression for one electron whatever functional was used. With several electrons, E_PZ removes only these one-orbital errors and is still an approximation.

The hydrogen 1s density n = e^(−2r)/π shows the size of the remainder for the local density approximation (LDA) to exchange. The charge inside radius r is Q(r) = 1 − e^(−2r)(1 + 2r + 2r²). Bringing in the shells one after another counts each pair once, so

U = ∫₀^∞ 4πr² n(r) Q(r)/r dr
 = 4 ∫₀^∞ r e^(−2r) dr − 4 ∫₀^∞ (r + 2r² + 2r³) e^(−4r) dr
 = 1 − 4(1/16 + 1/16 + 3/64) = 5/16.

LDA exchange for an unpolarized density is C_x ∫ n^(4/3) dr, with C_x = −¾(3/π)^(1/3). Exchange acts between equal spins, which gives E_x[n↑,n↓] = ½E_x[2n↑] + ½E_x[2n↓]. One filled channel therefore has

E_x[n_i,0] = ½ C_x 2^(4/3) ∫ n_i^(4/3) dr = 2^(1/3) C_x ∫ n_i^(4/3) dr.

For the 1s density the integral is 4π · π^(−4/3) · 2/(8/3)³ = (27/64)π^(−1/3), and hence

E_x = −(81/256)(6/π²)^(1/3) = −0.268037 hartree.

The sum is Δ = 0.312500 − 0.268037 = 0.044463 hartree. LDA misses about 14 percent of the exact exchange energy, −5/16 hartree, of this density.

To find the equations that the orbitals obey, vary them. The density of one orbital changes by δn_i = 2Re(δφ_i* φ_i). Let h_KS be the usual Kohn-Sham operator, containing the kinetic energy, the external and Hartree potentials, and the exchange-correlation potential of the channel considered. Let w_i be the potential belonging to Δ_i:

w_i = v_H[n_i] + v_xc[n_i,0],

h_i = h_KS − w_i.

Since δE = Σ_i 2Re⟨δφ_i|h_KS φ_i⟩ and δΔ_i = ∫ w_i δn_i dr = 2Re⟨δφ_i|w_i φ_i⟩, subtraction gives

δE_PZ = Σ_i 2Re⟨δφ_i|h_i φ_i⟩.

The operator carries an orbital index because E_PZ depends on the separate densities n_i as well as on their sum.

The variations must preserve orthonormality. Split each one into a part inside the occupied space and a part χ_i orthogonal to it:

δφ_i = Σ_j φ_j A_ji + χ_i, A_ji = ⟨φ_j|δφ_i⟩.

To first order, ⟨δφ_i|φ_j⟩ + ⟨φ_i|δφ_j⟩ = 0. The two terms are A_ji* and A_ij, so A† = −A, while the χ_i are free. The two parts can be treated separately.

Take A = 0 first. Stationarity requires Re⟨χ_i|h_i φ_i⟩ = 0 for every χ_i. Replacing χ_i by iχ_i shows that the imaginary part vanishes too. Therefore h_i φ_i has no component outside the occupied space:

h_i φ_i = Σ_j φ_j λ_ji, λ_ji = ⟨φ_j|h_i|φ_i⟩. (1)

These are the Perdew-Zunger orbital equations. So far nothing makes λ Hermitian: column i is built with h_i and column j with h_j.

Now take χ_i = 0, which is an infinitesimal unitary rotation of the occupied orbitals. The energy change is

δE_PZ = Σ_ij (A_ji* λ_ji + A_ji λ_ji*).

In the first term A_ji* = −A_ij. Exchanging the names i and j there turns it into −Σ_ij A_ji λ_ij, so

δE_PZ = Σ_ij A_ji (λ_ji* − λ_ij) = tr[A(λ† − λ)].

Write λ = H − W, where H_ji = ⟨φ_j|h_KS|φ_i⟩ and W_ji = ⟨φ_j|w_i|φ_i⟩. The matrix H is Hermitian because one and the same Hermitian operator serves all columns. It cancels, leaving

δE_PZ = tr[A(W − W†)].

This is as it should be: the rotation leaves the total spin density and the kinetic energy unchanged, so only the sum of the Δ_i can respond. The matrix D = W − W† is itself anti-Hermitian, hence A = −D is an allowed choice. It gives δE_PZ = −tr(D²) = tr(D†D) = Σ_ij |D_ij|², which vanishes only if D = 0. Since w_j is real, W_ij* = ⟨φ_j|w_j|φ_i⟩, and D = 0 reads

⟨φ_j|w_i − w_j|φ_i⟩ = 0 for all i, j of equal spin. (2)

This is the Pederson localization condition. It is equivalent to λ = λ†. Conversely, if (1) and (2) hold, both parts of δE_PZ vanish for every allowed variation. The two conditions together are thus necessary and sufficient for stationarity.

Lagrange multipliers lead to the same place. One makes

E_PZ − Σ_ij ε_ji (⟨φ_i|φ_j⟩ − δ_ij)

stationary, where δ_ij is the Kronecker symbol. The constraints for (i,j) and (j,i) are complex conjugates, so a real expression needs a Hermitian ε. Variation of φ_i* gives h_i φ_i = Σ_j φ_j ε_ji, and projection on φ_j identifies ε with λ. The Hermiticity of the multipliers contains the Pederson condition.

In ordinary Kohn-Sham theory one would next diagonalize λ and use its eigenvectors as new orbitals. Here that step in general changes the densities n_i, the potentials w_i and the energy. An exception is a set whose λ is already diagonal by symmetry, such as one s and one p orbital of an atom. The eigenvalues of λ can be quoted as orbital energies, but the rotated orbitals need not satisfy (2).

For two real orbitals the content of (2) can be seen directly. Let

φ_i → φ_i cos θ + φ_j sin θ,
φ_j → φ_j cos θ − φ_i sin θ.

To first order n_i gains 2θφ_iφ_j and n_j loses the same amount. The derivative of E_PZ at θ = 0 is therefore −2⟨φ_j|w_i − w_j|φ_i⟩ for one spin channel. At a stationary point, shifting a little of the overlap density φ_iφ_j from one orbital to the other brings no first-order gain.

Nothing in (2) mentions distance or spread. A tendency towards compact orbitals can be made plausible by scaling. Replace n_i(r) by s³n_i(sr), which compresses the orbital when s > 1. Substituting sr as the new variable shows that U is multiplied by s. In LDA exchange the integrand acquires s⁴ and the volume element s⁻³, so this energy is multiplied by s as well. Hence Δ_i → sΔ_i, and a positive Δ_i grows on compression at fixed shape. At fixed total density, lowering E_PZ means raising ΣΔ_i, which favours compact orbitals if shape matters less than size. Rotations also change the shape, so this is an argument for a tendency and not a proof of localization.

Real orbitals can also be rotated into complex ones:

φ_i → φ_i cos θ + iφ_j sin θ,
φ_j → φ_j cos θ + iφ_i sin θ.

The cross terms in the densities cancel, and n_i becomes n_i cos²θ + n_j sin²θ, with the labels exchanged for n_j. There is no first-order change. To second order n_i changes by θ²(n_j − n_i) and n_j by the opposite amount, so for one spin channel

δE_PZ = θ² ∫ (w_i − w_j)(n_i − n_j) dr.

The Hartree part of the integral is twice the electrostatic energy of the charge distribution n_i − n_j and is positive for different densities. The LDA exchange part is negative, because v_x becomes more negative where the density is larger. The curvature can have either sign. A set of real orbitals may satisfy (1) and (2), and be the lowest real set, without being a minimum among complex orbitals.

Now let exchange be exact and leave correlation out. For the orbitals of one spin channel

E_x = −½ Σ_ij ∬ φ_i*(r) φ_j(r) φ_j*(r′) φ_i(r′)/|r − r′| dr dr′.

With a single occupied orbital only i = j remains. The numerator is then φ_i*(r)φ_i(r)φ_i*(r′)φ_i(r′) = n_i(r)n_i(r′), the integrand of the Hartree energy, and so

E_x[n_i,0] = −U[n_i], Δ_i = 0.

No property of φ_i beyond its being a single orbital has been used. The correction vanishes for every orbital set, stationary or not, and for every unitary rotation of it. Its variation must vanish as well, which can be checked on the operators

(J_i ψ)(r) = ψ(r) ∫ n_i(r′)/|r − r′| dr′,

(K_i ψ)(r) = φ_i(r) ∫ φ_i*(r′) ψ(r′)/|r − r′| dr′.

The variation is δΔ_i = 2Re⟨δφ_i|(J_i − K_i)φ_i⟩. Setting ψ = φ_i makes the two expressions equal, hence (J_i − K_i)φ_i = 0. On another orbital J_i − K_i does not vanish in general, but the orbital equation for φ_i never asks for that action.

The Fock operator F now takes the place of h_KS, and w_iφ_i = 0. Equation (1) becomes Fφ_i = Σ_j φ_j⟨φ_j|F|φ_i⟩, the Hartree-Fock equation in arbitrary occupied orbitals. The matrix W is zero, so (2) holds for every rotation and selects no particular orbitals. Here λ may be diagonalized freely, since the energy is unitarily invariant.

The statement needs its condition on correlation. Exact correlation is zero for a one-electron density, and adding it would keep Δ_i = 0. LDA correlation is not zero there, so exact exchange combined with it leaves Δ_i = E_c[n_i,0]. For a hybrid with a fraction a of exact exchange, semilocal exchange E_x^sl for the rest, and no correlation,

Δ_i = U[n_i] − aU[n_i] + (1 − a)E_x^sl[n_i,0] = (1 − a)(U[n_i] + E_x^sl[n_i,0]).

The correction shrinks linearly for given orbitals and disappears at a = 1.

A water molecule makes these relations concrete. The chosen geometry has O-H lengths of 0.96 Å and an angle of 104.5°. The functional is LDA exchange without correlation, and the cc-pVDZ basis supplies 24 functions. The five occupied spatial orbitals are real and serve both spins, so each Δ_i counts twice. In a finite basis the equations hold as projected on that basis. The energies below illustrate this model; correlation, basis-set completeness and nuclear motion are left out. A finer integration grid moves them by up to 2 × 10⁻⁵ hartree. The basis matters more: with aug-cc-pVDZ or cc-pVTZ the total LDA and PZ energies drop by 0.01 to 0.05 hartree, the gain from rotation found below changes from 5.34 eV to 5.1–5.2 eV, and the gain from relaxation from 0.008 to 0.013 hartree.

The derivative formulas were first tested on complex orbitals away from stationarity. For a rotation within the occupied space, the finite difference of E_PZ and the trace formula, doubled for the two spins, both give −0.0279856 hartree. For a general variation that also mixes in unoccupied orbitals, both give 0.0481201 hartree.

The canonical LDA orbitals have ΣΔ_i = 0.33269 + 0.04464 + 0.01326 + 0.02663 + 0.02281 = 0.44003 hartree. Thus

E_PZ = −75.19001 − 2 × 0.44003 = −76.07007 hartree.

Their largest Pederson element is 0.137 hartree, so they are not stationary. Rotating them at fixed total density lowers E_PZ to −76.26620 hartree, a gain of 0.19613 hartree or 5.34 eV. Four random starting rotations reach this same energy to the printed digits, which supports, without proving, that it is the lowest value for real rotations.

Relaxing all orbitals gives −76.27435 hartree, a further gain of 0.00815 hartree. The sum of the Δ_i is now 0.54619 hartree, so the uncorrected part is E = −76.27435 + 2 × 0.54619 = −75.18197 hartree. It has risen by 0.00804 hartree above its LDA minimum, and the larger correction more than pays for the rise. The largest Pederson element has dropped to 3 × 10⁻⁷ hartree and the residual of (1) to 7 × 10⁻⁷ hartree.

The relaxed set has one compact orbital centred on oxygen, two equivalent orbitals with centroids 1.019 bohr from the nucleus, and two with centroids at 0.580 bohr. This pattern suggests a core orbital, two bonds and two lone pairs, although the distances alone do not fix the directions. The sum of squared spreads falls from 9.28 to 6.64 bohr². In this case the condition does yield more localized valence orbitals, but size is not the main source of the gain. The U[n_i] of the four valence orbitals sum to 1.456 hartree before and 1.731 hartree after, a factor 1.19, while their Δ_i sum grows from 0.107 to 0.204 hartree, a factor 1.90. Most of the gain comes from the change of shape, which raises Δ_i/U[n_i] from between 0.04 and 0.12 to about 0.12 for all four. The core spread even grows slightly, from 0.233 to 0.244 bohr, while its Δ_i rises.

The matrix λ of the relaxed set is symmetric but far from diagonal, with an off-diagonal element as large as 1.026 hartree. Using its eigenvectors as orbitals raises E_PZ by 0.208 hartree, slightly more than the whole gain from rotation. Its highest eigenvalue is −0.495 hartree (−13.48 eV), against −0.175 hartree (−4.76 eV) for the highest occupied LDA level and −0.493 hartree (−13.41 eV) in Hartree-Fock. The near agreement of the Perdew-Zunger and Hartree-Fock values is a result for this molecule with real orbitals, not a consequence of the equations; at the lower complex solution mentioned below the eigenvalue is −13.07 eV. The levels are also not converged in the basis: aug-cc-pVDZ gives −13.98, −6.10 and −13.86 eV in the same order.

The lowest curvature for imaginary rotations among the occupied orbitals is −0.34 hartree per square radian, both spins rotated together (−0.36 in the larger bases). The relaxed real solution is therefore a saddle point once complex orbitals are admitted: a small rotation θ along that direction changes the energy by about −½ × 0.34 θ² hartree. The value −76.27435 hartree is the lowest found with real orbitals, and complex orbitals go below it: minimizing from that direction reaches −76.2865 hartree.

For exact exchange, the occupied Hartree-Fock orbitals were mixed by a random real rotation. The largest |Δ_i| is 1.2 × 10⁻¹⁵ hartree, which is rounding error, and the corrected energy equals the separately computed Hartree-Fock energy, −76.026654 hartree. The vector (J_1 − K_1)φ_2 has norm 0.621 hartree for this particular rotation, so the cancellation indeed belongs to each orbital's own equation and not to the operator as a whole.

On the same rotated orbitals, LDA exchange gives a correction sum over both spins of 0.8071 hartree. This value belongs to the rotation drawn: the canonical orbitals give 0.88 hartree, and other random rotations give smaller and even negative sums. With a = 0.25 it is 0.75 × 0.8071 = 0.6053 hartree, as the hybrid formula requires. Exact exchange with LDA correlation (Perdew-Wang parametrization) leaves −0.290 hartree on these orbitals; other random rotations give values between about −0.28 and −0.29 hartree. Subtracting this negative remainder would raise the energy by 0.290 hartree, and since the remainder depends on the individual n_i, the choice of orbitals would matter again. For the canonical LDA orbitals and the relaxed set, the numerical output lists U[n_i], E_x[n_i,0], Δ_i, the distance of the centroid from oxygen and the spread of each orbital.

Computed values

```
H 1s Hartree energy: 0.312500 hartree
H 1s LDA exchange energy: -0.268037 hartree
H 1s delta: 0.044463 hartree
Water O-H length: 0.96 angstrom; angle: 104.5 degree
Basis functions: 24; occupied spatial orbitals: 5
Grid points: 21952; electrons on grid: 9.999999
Rotation derivative, finite difference: -0.0279856 hartree
Rotation derivative, formula: -0.0279856 hartree
General derivative, finite difference: 0.0481201 hartree
General derivative, formula: 0.0481201 hartree
LDA-exchange energy: -75.190005 hartree
E_PZ, canonical LDA orbitals: -76.070066 hartree
E_PZ, rotated, each start (hartree): -76.266197 -76.266197 -76.266197 -76.266197
E_PZ, best rotation, same density: -76.266197 hartree
E_PZ, all orbitals relaxed: -76.274347 hartree
Gain from rotation: 0.196132 hartree = 5.337 eV
Further gain from relaxation: 0.008150 hartree
Canonical LDA: U, E_x, delta (hartree); centroid-O, spread (bohr)
  1: 2.36000 -2.02731 0.33269; 0.000 0.233
  2: 0.37851 -0.33387 0.04464; 0.414 1.348
  3: 0.32824 -0.31498 0.01326; 0.432 1.692
  4: 0.37080 -0.34418 0.02663; 0.161 1.548
  5: 0.37848 -0.35567 0.02281; 0.050 1.467
  sum of squared spreads: 9.2827 bohr^2
Relaxed PZ: U, E_x, delta (hartree); centroid-O, spread (bohr)
  1: 0.42036 -0.36990 0.05045; 1.019 1.291
  2: 0.44490 -0.39319 0.05172; 0.580 1.275
  3: 2.42280 -2.08094 0.34185; 0.000 0.244
  4: 0.44490 -0.39319 0.05172; 0.580 1.275
  5: 0.42036 -0.36990 0.05045; 1.019 1.291
  sum of squared spreads: 6.6440 bohr^2
Largest Pederson element, canonical: 0.13687 hartree
Largest Pederson element, relaxed: 2.9e-07 hartree
Largest orbital-equation residual: 6.9e-07 hartree
Largest off-diagonal lambda: 1.02596 hartree
Eigenvalues of lambda (hartree): -20.49780 -1.21537 -0.71185 -0.57177 -0.49527
Energy rise with eigenvectors of lambda: 0.208351 hartree
Lowest imaginary-rotation curvature: -0.34214 hartree
Highest occupied level, LDA: -0.17492 hartree = -4.76 eV
Highest occupied level, PZ: -0.49527 hartree = -13.48 eV
Highest occupied level, HF: -0.49295 hartree = -13.41 eV
Hartree-Fock energy: -76.026654 hartree
PZ energy with exact exchange: -76.026654 hartree
Largest |delta| with exact exchange: 1.2e-15 hartree
Norm of (J_1-K_1) phi_2: 0.62082 hartree
Sum of delta, LDA exchange, rotated HF orbitals: 0.807130 hartree
Same sum, exact fraction 0.25: 0.605347 hartree
Same sum, exact exchange + LDA correlation: -0.289937 hartree
```
